# Negative Differential Mobility from Electron Transfer between Two Valleys

A uniform semiconductor has one set of low-energy conduction valleys, labelled 1, and another set, labelled 2, whose minima lie an energy $\Delta>0$ higher. The electron densities are $n_1$ and $n_2$, with fixed sum $n$. The mobilities satisfy $\mu_1>\mu_2>0$. Let $F$ be the magnitude of the electric field and $v$ the magnitude of the mean drift velocity, so that the sign of the electron charge plays no part:

$$v=\frac{n_1\mu_1+n_2\mu_2}{n_1+n_2}\,F .$$

The differential mobility is $dv/dF$ in the steady state. The problem is to find when it is negative, first for any given transfer of electrons and then for transfer caused by heating. Use

$$r=\frac{n_2}{n_1},\qquad f=\frac{n_2}{n}=\frac{r}{1+r},\qquad B=\frac{\mu_2}{\mu_1}<1 .$$

Fields are given in kV/cm, energies in eV and mobilities in cm²/(V s), since atomic units are unnatural for this transport problem.

## (a) The slope for a general transfer law

**Let $r$, $\mu_1$ and $\mu_2$ all depend on field. Find the logarithmic slope of $v(F)$ and the condition for it to be negative.**

**Solution.** Dividing numerator and denominator by $n_1$ gives

$$v=F\,\frac{\mu_1+\mu_2r}{1+r}.$$

Define the logarithmic rates

$$g=\frac{d\ln r}{d\ln F},\qquad s_i=\frac{d\ln\mu_i}{d\ln F}.$$

Then $dr/d\ln F=gr$ and $d\mu_i/d\ln F=s_i\mu_i$. Taking the logarithm of $v$ and differentiating each term,

$$\frac{d\ln v}{d\ln F}=1+\frac{\mu_1s_1+\mu_2rs_2+\mu_2gr}{\mu_1+\mu_2r}-\frac{gr}{1+r}.$$

The two terms containing $g$ combine as

$$gr\,\frac{\mu_2(1+r)-(\mu_1+\mu_2r)}{(1+r)(\mu_1+\mu_2r)}
=-\frac{gr(\mu_1-\mu_2)}{(1+r)(\mu_1+\mu_2r)} .$$

Therefore

$$\frac{d\ln v}{d\ln F}=1+\frac{\mu_1s_1+\mu_2rs_2}{\mu_1+\mu_2r}-\frac{gr(\mu_1-\mu_2)}{(1+r)(\mu_1+\mu_2r)} .$$

Since $dv/dF=(v/F)\,d\ln v/d\ln F$ and $v/F>0$, the differential mobility is negative if and only if

$$\frac{gr(\mu_1-\mu_2)}{(1+r)(\mu_1+\mu_2r)}>1+\frac{\mu_1s_1+\mu_2rs_2}{\mu_1+\mu_2r}.$$

The left side is the loss of speed by transfer. The right side can be written as

$$\frac{\mu_1(1+s_1)+\mu_2r(1+s_2)}{\mu_1+\mu_2r}.$$

The velocity within valley $i$ is $\mu_iF$, with logarithmic slope $1+s_i$. If neither valley velocity falls with field, both $1+s_i$ are non-negative, and so is the right side. A negative differential mobility then requires $g>0$: electrons must move towards the slower valleys as the field rises. A velocity that saturates within a valley has $s_i\to-1$. At given $r$ and given values of $\mu_1$ and $\mu_2$ at that field, this lowers the rate of transfer needed. Saturation in the fast valley also reduces $\mu_1-\mu_2$, however, which acts the other way.

## (b) How fast must the transfer be?

**Take the valley mobilities constant. Find the required $g$ at a given $r$, and its least possible value. What happens if $r$ is a power of the field?**

**Solution.** Set $s_1=s_2=0$ and divide the mobilities by $\mu_1$. The condition becomes

$$\frac{g(1-B)r}{(1+r)(1+Br)}>1 .$$

All factors multiplying $g$ are positive, so the inequality can be solved for $g$ without changing its direction:

$$\boxed{\,g>\frac{(1+r)(1+Br)}{(1-B)r}\,}$$

This is the condition at one field. Unequal mobilities and some transfer do not suffice; the population ratio must rise fast enough. To find the least demand, expand

$$\frac{(1+r)(1+Br)}{r}=\frac1r+Br+1+B .$$

Because

$$\left(\frac1{\sqrt r}-\sqrt{Br}\right)^2=\frac1r+Br-2\sqrt B\ge0,$$

the expression is at least $1+B+2\sqrt B=(1+\sqrt B)^2$, with equality at $r=1/\sqrt B$. Dividing by $1-B=(1-\sqrt B)(1+\sqrt B)$ gives the necessary condition

$$g>\frac{1+\sqrt B}{1-\sqrt B}$$

somewhere on the curve, whatever the transfer law. As $B\to1$ the bound diverges, because transfer between equally mobile valleys costs no speed. As $B\to0$ it tends to 1: then $v=\mu_1F/(1+r)$, and at large $r$ the population of the fast valley must fall faster than $1/F$.

For a power law $r\propto F^g$ with constant $g>0$, $r$ passes through every positive value. The last inequality is then also sufficient for a falling section to exist. Its extent follows from

$$(1+r)(1+Br)<g(1-B)r,$$

or, with all terms on one side,

$$Br^2-Lr+1<0,\qquad L=g(1-B)-1-B .$$

The falling section lies between the roots

$$r_\pm=\frac{L\pm\sqrt{L^2-4B}}{2B}.$$

For $B=0.05$ the least exponent is $1.2236/0.7764=1.576$. If $g=3$, then $L=2.85-1.05=1.80$, and

$$r_\pm=\frac{1.80\pm\sqrt{3.24-0.20}}{0.10},$$

which gives $0.564$ and $35.44$. Taking cube roots, the speed falls between $0.826$ and $3.285$ times the field at which $r=1$. A direct search for the maximum and minimum of $v(F)$ gave the same edges.

## (c) Transfer caused by hot electrons

**Suppose that both sets of valleys have parabolic bands and share one electron temperature $T$ and one chemical potential. The electrons are nondegenerate. Find $r(T)$, the mean energy $W(T)$ and $df/dT$.**

**Solution.** A common chemical potential $\eta$ assumes that scattering between valleys is fast enough to equilibrate their populations at temperature $T$. We also neglect the effect of drift on the isotropic part of the distribution. Let $M_i$ be the number of valleys in set $i$ and $m_i$ the density-of-states mass of one valley. For an ellipsoidal valley, rescaling the three wave-vector axes gives $m_i=(m_xm_ym_z)^{1/3}$. With $\Delta_1=0$, $\Delta_2=\Delta$ and two spin states,

$$n_i=2M_i\int\frac{d^3k}{(2\pi)^3}\,\exp\!\left[\frac{\eta-\Delta_i-\hbar^2k^2/2m_i}{k_BT}\right].$$

The integral is a product of three equal Gaussian integrals, each $\sqrt{2\pi m_ik_BT}/\hbar$. Hence

$$n_i=2M_i\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{3/2}e^{(\eta-\Delta_i)/k_BT}.$$

In the ratio, $\eta$ and the common powers of $T$ cancel:

$$r=R\,e^{-\Delta/k_BT},\qquad R=\frac{M_2}{M_1}\left(\frac{m_2}{m_1}\right)^{3/2}.$$

The mean kinetic energy in either valley follows from its kinetic partition function $Z_i\propto T^{3/2}$:

$$\langle\varepsilon\rangle_i=k_BT^2\frac{d\ln Z_i}{dT}=\frac32k_BT .$$

An electron in set 2 has the additional energy $\Delta$, so the mean energy per electron is

$$W=\frac32k_BT+f\Delta .$$

Finally, $dr/dT=r\Delta/(k_BT^2)$ and $df/dr=1/(1+r)^2$. Since $r/(1+r)^2=f(1-f)$,

$$\frac{df}{dT}=f(1-f)\frac{\Delta}{k_BT^2}>0 .$$

Thus $W$ also rises with $T$. For $M_1=1$, $M_2=4$, $m_1=0.07$ and $m_2=0.25$ electron masses, $R=4(0.25/0.07)^{3/2}=27.0$. The larger density of states lets the upper valleys win most of the electrons while $k_BT$ is still below $\Delta$. At 1500 K and $\Delta=0.30$ eV, direct integration over $k$ and the formula both give $r=2.651$; they also agree on $W=0.412$ eV.

## (d) Heating by the field

**Keep the valley mobilities constant, and let energy above its lattice-temperature value relax with one constant time $\tau$. Show that each field gives one stable uniform heating state, and express the slope of $v(F)$ through the loss of mobility with energy.**

**Solution.** Let $T_0$ be the lattice temperature, $E=W(T)-W(T_0)$ the excess energy, and

$$\mu=(1-f)\mu_1+f\mu_2=\mu_1[1-(1-B)f]$$

the average mobility. The field supplies power $eFv=e\mu F^2$ per electron, with $e>0$. Hence

$$\frac{dW}{dt}=e\mu F^2-\frac E\tau .$$

In this balance momentum and valley populations are taken to adjust quickly compared with $W$. In the steady state,

$$F^2=\frac{E}{e\tau\mu},\qquad v^2=\mu^2F^2=\frac{\mu E}{e\tau}.$$

As $T$ rises from $T_0$, $E$ rises from zero without limit, while $\mu$ falls but stays above $\mu_2$. The expression for $F^2$ therefore rises steadily from zero to infinity, and each field has one temperature $T\ge T_0$.

At fixed field, raising $W$ lowers the power input and raises the loss. The right side of the rate equation is thus positive below the steady energy and negative above it, so the system returns to the steady state. This is stability against uniform heating; it says nothing about non-uniform space charge.

Now define

$$q=\frac{d\ln\mu}{d\ln E}\le0 .$$

Taking logarithms of the two steady-state equations and differentiating at constant $\tau$,

$$2\,d\ln F=(1-q)\,d\ln E,\qquad 2\,d\ln v=(1+q)\,d\ln E .$$

Their ratio is

$$\frac{d\ln v}{d\ln F}=\frac{1+q}{1-q}.$$

The denominator is positive. In this model, then, $dv/dF<0$ if and only if $q<-1$: the average mobility must fall faster than the inverse of the excess energy. At small field $E\to0$, so $q=(E/\mu)\,d\mu/dE\to0$ and the slope tends to 1, which is Ohm's law. For any finite $q\le0$ the slope exceeds $-1$. The speed cannot fall as fast as $1/F$, because the absorbed power $eFv=E/\tau$ must still rise with temperature.

## (e) The condition in terms of temperature

**Write $q<-1$ through $f$, $E$ and $T$. Find the critical mobility ratio, and examine the limits of low and high temperature.**

**Solution.** Since $dE/dT=dW/dT$ and $d\mu/dT=-\mu_1(1-B)\,df/dT$,

$$q=\frac E\mu\,\frac{d\mu/dT}{dW/dT}
=-\frac{(1-B)E}{1-(1-B)f}\,\frac{df/dT}{dW/dT}.$$

Insert this in $q<-1$, multiply by $-1$, which reverses the inequality, and then multiply by the positive quantity $1-(1-B)f$:

$$(1-B)E\,\frac{df/dT}{dW/dT}>1-(1-B)f .$$

Dividing by $1-B$ and moving $f$ to the left gives

$$\boxed{\,G(T)\equiv f+E\,\frac{df/dT}{dW/dT}>\frac1{1-B}\,}$$

where

$$\frac{dW}{dT}=\frac32k_B+\Delta\frac{df}{dT}.$$

This is the condition of part (b) with the transfer rate supplied by the energy balance. It is useful because $G$ does not contain the mobilities or $\tau$. If $G_{\max}$ is its largest value and $G_{\max}>1$, a falling section exists if and only if

$$B<1-\frac1{G_{\max}} .$$

If $G_{\max}\le1$, no positive mobility ratio produces one. Changing $\tau$ at fixed $T_0$, $\Delta$, $R$ and $B$ leaves the temperatures at the edges unchanged and scales their fields as $\tau^{-1/2}$.

At $T=T_0$, $E=0$ and $G=f(T_0)<1$. At very high temperature $E\simeq\frac32k_BT$, $dW/dT\to\frac32k_B$, and

$$G\simeq f+f(1-f)\frac{\Delta}{k_BT}\longrightarrow\frac R{1+R}<1 .$$

The condition fails in both limits. At low field too few electrons transfer; at high field the transfer has saturated. The average mobility then approaches a constant and the model speed rises again.

## (f) A worked case

**Use the masses and valley counts of part (c), $\Delta=0.30$ eV, $T_0=300$ K, $\tau=1.0$ ps, $\mu_1=8000$ and $\mu_2=400$ cm²/(V s). Locate the falling section and assess the model there.**

**Solution.** These are round model parameters, not a description of a named material. Here $B=0.05$, so the condition is $G>1/0.95=1.053$. The largest value found is $G_{\max}=1.244$, near 1500 K, and a falling section exists. The critical mobility ratio is

$$1-\frac1{1.244}=0.196 .$$

With $B$ held at 0.05 and $R$ lowered from 27.0 instead, the falling section disappears at about $R=9.0$. Field sweeps found a falling section when $R$ was 5% above this value and none when it was 5% below; there was also none for $R=1$. Raising $R$ at first makes the fall steeper. The falling section vanishes again only near $R\approx8\times10^5$, where the upper valleys already hold about 87% of the electrons at $T_0$. With four upper valleys this would need a mass ratio of several thousand, so at this $\Delta$ and $T_0$ it is a formal limit only.

The lower edge, where $G$ first reaches 1.053, is at $T=1074$ K. There $f=0.514$ and $E=0.254$ eV, so

$$\mu=8000\,(1-0.95\times0.5137)=4096\ \text{cm}^2/(\text{V s}).$$

In SI units $\mu=0.4096$ m²/(V s), and $E/e=0.2541$ V. The field is

$$F=\sqrt{\frac{0.2541}{10^{-12}\times0.4096}}\ \text{V/m}=7.88\times10^5\ \text{V/m},$$

or 7.88 kV/cm. The peak speed is $\mu F=3.23\times10^7$ cm/s. Part (b) can be checked at the same point: with $r=1.0563$,

$$\frac{(1+1.0563)(1+0.05\times1.0563)}{0.95\times1.0563}=2.157,$$

which agrees with the transfer exponent $g$ obtained by differentiating the solved populations with respect to field.

At 12 kV/cm, $q=-1.5693$ and the logarithmic slope is $(1-1.5693)/(1+1.5693)=-0.2216$. Multiplying by $v/F=\mu=2547$ cm²/(V s) gives a differential mobility of about $-564$ cm²/(V s), although the ordinary mobility $v/F$ remains positive. Integrating the rate equation at this field from 300 K and from 4000 K led to the same temperature, 1473 K.

The minimum is at 22.8 kV/cm, where $f=0.896$ and $v=2.73\times10^7$ cm/s. The drop is about 16% of the peak speed. By 35 kV/cm the speed has risen to $3.01\times10^7$ cm/s. The average mobility there is 861 cm²/(V s), still falling towards its high-temperature limit of about 670 cm²/(V s), but too slowly to outweigh the rise in field.

The high-field end is the least trustworthy. The electron temperature at the minimum is 3038 K, and at 35 kV/cm it is 6276 K, where parabolic bands and constant valley mobilities are doubtful. The neglect of drift energy can also be estimated. At the peak, electrons in the lower valley drift at $\mu_1F=6.3\times10^5$ m/s. If 0.07 electron masses is also their transport mass, their drift energy $m_1(\mu_1F)^2/2$ is about 0.08 eV, against a thermal energy $\frac32k_BT$ of about 0.14 eV. At the minimum the same estimate gives about 0.7 eV against 0.4 eV. The undisplaced Maxwellian is therefore rough at the peak and inconsistent for the lower valley at the minimum. Merely adding the drift energies of both sets to $W$ keeps the falling section but moves its edges to about 8.5 and 25 kV/cm. The separation of time scales is also weak. The momentum time $\mu_1m_1/e$ is about 0.3 ps, only three times shorter than $\tau$, and transfer out of the lower valley randomises momentum, so it cannot be much faster than this without lowering $\mu_1$. An electron in set 1 absorbs $\mu_1/\mu_2=20$ times the power of one in set 2, so the common temperature is a strong assumption: without energy exchange between the sets, the same balance would give about 4100 K and 490 K at the peak field. The numbers illustrate the criterion within its model and do not predict a device characteristic. The remaining values along the curve are in the numerical output.

The general inequality of part (a) does not rely on a common temperature or on constant valley mobilities. If those assumptions are replaced by better transport data for $r(F)$, $\mu_1(F)$ and $\mu_2(F)$, it still decides the sign of $dv/dF$ for a uniform steady state.

## Calculated quantities

```
Valley separation: 0.30 eV
Lattice temperature: 300 K
Valley counts, lower and upper: 1, 4
Valley masses: 0.07, 0.25 electron masses
Valley mobilities: 8000, 400 cm^2/(V s)
Energy relaxation time: 1.0 ps
Mobility ratio B: 0.0500 (dimensionless)
State-density ratio R: 26.997 (dimensionless)
Quadrature check temperature: 1500 K
r by quadrature, formula: 2.650741, 2.650741
W by quadrature, formula: 0.411715, 0.411715 eV
Least transfer exponent for NDM: 1.5760 (dimensionless)
r at that least exponent: 4.4721 (dimensionless)
Power-law example exponent: 3.0 (dimensionless)
Power-law window edges in r: 0.5644, 35.4356
Power-law edges in F/F(r=1): 0.8264, 3.2846
Required G = 1/(1-B): 1.05263 (dimensionless)
Largest G: 1.24392 at T = 1501.2 K
Critical mobility ratio at this R: 0.1961
Critical R at this mobility ratio: 8.968
Peak r: 1.0563 (dimensionless)
Peak transfer exponent, found and required: 2.1574, 2.1574
At 12.0 kV/cm: q = -1.5693, dlnv/dlnF = -0.2216
Time evolution end, cold and hot start: 1472.85, 1472.85 K
Columns: F kV/cm | T K | f | E eV | mu cm^2/(V s) | v 10^7 cm/s | dv/dF cm^2/(V s)
low: 2.000 | 491.5 | 0.0222 | 0.0313 | 7831.6 | 1.5663 | 7192.0
rising: 5.000 | 814.0 | 0.2727 | 0.1482 | 5927.4 | 2.9637 | 2259.3
peak: 7.876 | 1074.2 | 0.5137 | 0.2541 | 4095.9 | 3.2261 | 0.0
falling: 12.000 | 1472.8 | 0.7175 | 0.3668 | 2547.1 | 3.0565 | -564.4
valley: 22.840 | 3037.5 | 0.8956 | 0.6225 | 1193.2 | 2.7253 | 0.0
high: 35.000 | 6275.6 | 0.9394 | 1.0542 | 860.5 | 3.0119 | 406.6
```
